\section*{Leading magnetic-loop contribution to the 1S bound-electron $g$ factor, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The decision}

Suppose the $g$ factor of a hydrogen-like ion in its 1S state is to be assembled to an absolute accuracy of $10^{-10}$. One candidate for the list of terms is the magnetic loop, in which the external magnetic field acts on a virtual electron--positron pair that also feels the nuclear Coulomb field, and the pair passes a photon to the bound electron. Three things must be decided: whether the term matters, whether a closed formula is enough, and whether the Euler--Heisenberg Lagrangian may be used to get it. The answers rest on
\begin{equation}
\Delta g(1S)=\frac{7}{216}\,\alpha\,(Z\alpha)^5 .
\label{result}
\end{equation}
This is $4.9\times10^{-15}$ at $Z=1$, $4.9\times10^{-10}$ at $Z=10$ and $1.6\times10^{-8}$ at $Z=20$, so the term can be dropped in the first case and must be kept in the other two. Equation (\ref{result}) is the leading term in $Z\alpha$, with corrections of relative order $Z\alpha\ln(1/Z\alpha)$. The Euler--Heisenberg Lagrangian gives the logarithm of that correction but not the coefficient $7/216$.

\section*{Conventions and the diagram}

Units are $\hbar=c=1$ with Heaviside--Lorentz fields, $e^2=4\pi\alpha$. The electron mass is $m$, the field $\mathbf B$ lies along axis 3, and $b=eB$. The nucleus is a spinless, infinitely heavy point charge $Ze$, and $Z\alpha\ll1$.

The loop has one vertex for the external field, one for the photon that goes to the bound electron, and some number of Coulomb vertices. Furry's theorem allows only an even total. With no Coulomb vertex the loop is the renormalized vacuum polarization at zero momentum, which vanishes for a uniform field. The first contribution has two Coulomb vertices, four vertices in all. It is the Delbr\"uck amplitude with both photons virtual. Four Coulomb vertices cost a further $(Z\alpha)^2$.

\section*{The soft limit is a magnetic polarizability}

To first order in $\mathbf B$ the loop produces a static induced field around the nucleus, and symmetry fixes its form. An induced scalar potential linear in the axial vector $\mathbf B$ would be proportional to $\mathbf B\cdot\hat{\mathbf r}$, a pseudoscalar, and parity forbids it. The only polar vector linear in $\mathbf B$ is
\begin{equation}
\delta\mathbf A=a(r)\,\mathbf B\times\hat{\mathbf r}.
\label{form}
\end{equation}
The loop has size $1/m$ and the atom has size $1/(Z\alpha m)$. Far outside the loop, (\ref{form}) is the potential $\boldsymbol\mu\times\hat{\mathbf r}/(4\pi r^2)$ of an induced dipole. Writing $\boldsymbol\mu=4\pi\beta\mathbf B$ gives $a\to\beta/r^2$.

The same $\beta$ fixes the energy in a field that is uniform over the loop, $\delta E=-\tfrac12\,4\pi\beta B^2$. Gauge invariance makes the energy depend on the field strength only, and isotropy leaves $B^2$. For a sum $\mathbf B+\mathbf B'$ of the external field and the field of the bound electron at the nucleus, the cross term is $-4\pi\beta\,\mathbf B\cdot\mathbf B'=-\boldsymbol\mu\cdot\mathbf B'$, which identifies the coefficient with the dipole above. For real photons of frequency $\omega\ll m$ the fields are $\mathbf B\propto\omega\,\hat{\mathbf k}\times\boldsymbol\epsilon$, and minus the cross term divided by $4\pi$ is the magnetic part $\beta\omega^2(\hat{\mathbf k}\times\boldsymbol\epsilon)\cdot(\hat{\mathbf k}'\times\boldsymbol\epsilon'^*)$ of the low-energy Delbr\"uck amplitude. Setting both photon momenta to zero is allowed if the integral over the Coulomb momentum converges at small momentum, which is shown below.

The two soft vertices are thus a constant field taken to second order, and the two Coulomb vertices probe the polarization of the magnetized vacuum. Let the Euclidean action of a static potential, per unit time, be $\tfrac12\int\!\frac{d^3Q}{(2\pi)^3}|A_4|^2(Q^2+P)$. With $A_4=i\varphi$ this is minus the Lagrangian $\tfrac12|\varphi|^2(Q^2+P)$. Adding the source term $-\rho\varphi$ and making the Lagrangian stationary gives $\varphi=\rho/(Q^2+P)$ and the energy $\tfrac12\int|\rho|^2/(Q^2+P)$. To first order in $P$, with $\rho=Ze$ and $\delta P$ the $B^2$ part of $P$, the shift is $-\tfrac12(Ze)^2\int\delta P/Q^4$. Mixing of $A_4$ with the vector potential enters only at second order in the polarization, one order higher in $\alpha$. Therefore
\begin{equation}
4\pi\beta B^2=(Ze)^2\int\!\frac{d^3Q}{(2\pi)^3}\,\frac{\delta P(\mathbf Q)}{Q^4}.
\label{betadef}
\end{equation}

\section*{The propagator in a constant field}

The Euclidean matrices are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, and the Dirac operator is $i\gamma\cdot\Pi+m$ with $\Pi=-i\partial-eA$. The sign of the charge drops out of a result even in $b$. Take $\mathbf A=\tfrac B2(-x_2,x_1,0)$ and write $S(x,y)=\Phi(x,y)\tilde S(x-y)$ with $\Phi=\exp[\tfrac{ib}{2}(y_1x_2-y_2x_1)]$. Moving $\Pi$ through $\Phi$ gives $-i\partial_1+\tfrac b2(x-y)_2$ and $-i\partial_2-\tfrac b2(x-y)_1$. In momentum space $x-y\to i\partial_p$, so
\begin{equation}
\Pi_1=p_1+\tfrac{ib}{2}\partial_{p_2},\qquad \Pi_2=p_2-\tfrac{ib}{2}\partial_{p_1},\qquad [\Pi_1,\Pi_2]=ib,
\end{equation}
and $(i\gamma\cdot\Pi+m)\tilde S(p)=1$. In a loop with two vertices $\Phi(x,y)\Phi(y,x)=1$, so only $\tilde S$ is needed.

Let $\Sigma=-i\gamma_1\gamma_2$, $\Sigma^2=1$. Then $(i\gamma\cdot\Pi+m)(m-i\gamma\cdot\Pi)=m^2+\Pi^2+\gamma_1\gamma_2[\Pi_1,\Pi_2]=m^2+\Pi^2-b\Sigma$, and with $p_\parallel=(p_3,p_4)$, $p_\perp=(p_1,p_2)$, $z=bs$,
\begin{equation}
\tilde S=(m-i\gamma\cdot\Pi)\int_0^\infty\!ds\,e^{-s(m^2+p_\parallel^2)}\,K(s,p_\perp)\,e^{z\Sigma},\qquad \partial_sK=-\Pi_\perp^2K,\quad K(0)=1 .
\end{equation}
On a function of $p_\perp^2$ the operator $\Pi_\perp^2$ acts as $p_\perp^2-\tfrac{b^2}{4}\nabla_p^2$, because its cross term is a rotation generator. The ansatz $K=f e^{-\tau p_\perp^2}$ has $\nabla_p^2K=(4\tau^2p_\perp^2-4\tau)K$, so $\tau'=1-b^2\tau^2$ and $f'/f=-b^2\tau$. The solution is $\tau=t/b$, $f=1/\cosh z$, with $t=\tanh z$. Since $e^{z\Sigma}=\cosh z\,(1+t\Sigma)$, the factor $f$ cancels. Next, $\Pi_1K=(p_1-itp_2)K$ and $\Pi_2K=(p_2+itp_1)K$. From $\gamma_1\Sigma=-i\gamma_2$ and $\gamma_2\Sigma=i\gamma_1$ one finds $\gamma_1\Pi_1+\gamma_2\Pi_2\to\gamma\cdot p_\perp(1-t\Sigma)$, and $(1-t\Sigma)(1+t\Sigma)=1-t^2$. Hence
\begin{align}
\tilde S(p)&=\int_0^\infty\!ds\,e^{-s(m^2+p_\parallel^2)-p_\perp^2t/b}\,\mathcal N(p,t),\nonumber\\
\mathcal N&=(m-i\gamma\cdot p_\parallel)(1+t\Sigma)-i\gamma\cdot p_\perp(1-t^2).
\label{prop}
\end{align}

\section*{The loop}

The fermion effective action is $-\mathrm{Tr}\ln(i\gamma\cdot\Pi+m)$. The perturbation $V=-ie\gamma_4A_4$ gives at second order $+\tfrac12\mathrm{Tr}(SVSV)$, and $(-ie)^2=-e^2$, so with $p'=p+Q$ and $Q_4=0$
\begin{equation}
P=-e^2\int\!\frac{d^4p}{(2\pi)^4}\,\mathrm{tr}\,[\gamma_4\tilde S(p)\gamma_4\tilde S(p')].
\end{equation}

\subsection*{Trace}
Since $\gamma_4$ commutes with $\Sigma$,
$\gamma_4\mathcal N\gamma_4=(m-i\gamma_4p_4+i\gamma_3p_3)(1+t_1\Sigma)+i\gamma\cdot p_\perp(1-t_1^2)$. Multiply by $\mathcal N(p',t_2)$. In the product of the two parallel parts $\Sigma$ commutes through and gives $1+t_1t_2+(t_1+t_2)\Sigma$. The unit part multiplies the scalar $m^2-p_4^2+p_3p_3'$. The $\Sigma$ part is traceless. Multiplied by the unit matrix or by a single $\gamma_\parallel$, $\Sigma$ has no trace, and the remaining term $\gamma_3\gamma_4\,p_4(p_3+p_3')$ gives $\Sigma\gamma_3\gamma_4=-i\gamma_1\gamma_2\gamma_3\gamma_4$, a product of four distinct matrices, whose trace is zero. The mixed parallel--perpendicular terms contain an odd number of matrices or a product $\gamma_\parallel\gamma_\perp$ (because $\gamma_\perp\Sigma$ is again a $\gamma_\perp$), and both are traceless. The product of the perpendicular parts carries $i\cdot(-i)=1$. The trace is
\begin{equation}
4\left[(m^2-p_4^2+p_3p_3')(1+t_1t_2)+p_\perp\!\cdot p'_\perp(1-t_1^2)(1-t_2^2)\right].
\label{trace}
\end{equation}

\subsection*{Gaussian integrals}
For a two-dimensional weight $e^{-a_1p^2-a_2(p+Q)^2}$ with $a=a_1+a_2$, the shift $p=l-a_2Q/a$, $p'=l+a_1Q/a$ gives the exponent $-al^2-a_1a_2Q^2/a$, the volume $\pi/a$, and $\langle l_i^2\rangle=1/2a$ per component. Put $s_{1,2}=s(1\pm v)/2$, $ds_1ds_2=\tfrac s2\,ds\,dv$, $w=1-v^2$, so that $s_1s_2/s^2=w/4$.

In the parallel plane $a_i=s_i$, and $\langle-p_4^2+p_3p_3'\rangle=-\tfrac1{2s}+\tfrac1{2s}-\tfrac w4Q_z^2$. In the perpendicular plane $a_i=\tau_i=t_i/b$, $\tau=\tau_1+\tau_2$, and $\langle p_\perp\!\cdot p'_\perp\rangle=1/\tau-\tau_1\tau_2Q_\perp^2/\tau^2$. With $c_i=\cosh z_i$, $z_1+z_2=z$ and $z_1-z_2=zv$, the addition theorems give
\begin{equation}
\tau=\frac{\sinh z}{b\,c_1c_2},\quad 1+t_1t_2=\frac{\cosh z}{c_1c_2},\quad \sinh z_1\sinh z_2=\frac{\cosh z-\cosh zv}{2},
\end{equation}
and $1-t_i^2=1/c_i^2$. It follows that
\begin{align}
\frac{1+t_1t_2}{\tau}&=b\coth z, & \frac{1}{c_1^2c_2^2\tau^2}&=\frac{b^2}{\sinh^2z},\nonumber\\
\frac{\tau_1\tau_2}{c_1^2c_2^2\tau^3}&=\frac{N_2}{4s}, & \frac{\tau_1\tau_2}{\tau}&=sh,
\end{align}
\begin{equation}
N_2=\frac{2z(\cosh z-\cosh zv)}{\sinh^3z},\qquad h=\frac{\cosh z-\cosh zv}{2z\sinh z}.
\end{equation}
The prefactor is $-e^2\cdot\frac{4}{16\pi^4}\cdot\frac{\pi^2}{s\tau}\cdot\frac s2=-\frac{\alpha}{2\pi}\frac1\tau$. With $b=z/s$ and $\phi=m^2+\tfrac w4Q_z^2+hQ_\perp^2$,
\begin{equation}
P=-\frac{\alpha}{2\pi}\int_0^\infty\!\frac{ds}{s}\int_{-1}^1\!dv\,e^{-s\phi}\left[z\coth z\left(m^2-\frac{wQ_z^2}{4}\right)+\frac{z^2}{s\sinh^2z}-\frac{N_2Q_\perp^2}{4}\right].
\label{direct}
\end{equation}

\subsection*{Making gauge invariance visible}
A constant $A_4$ is a pure gauge, so $P$ must vanish at $Q=0$, which (\ref{direct}) does not show. Write $sh=H(z)/b$ with $H=(\cosh z-\cosh zv)/(2\sinh z)$, so that $\partial_s(sh)=H'(z)$. At fixed $v$ and $b$,
\begin{equation}
\partial_s\!\left[b\coth z\,e^{-s\phi}\right]=-e^{-s\phi}\left[\frac{b^2}{\sinh^2z}+b\coth z\left(m^2+\frac{wQ_z^2}{4}+H'Q_\perp^2\right)\right].
\end{equation}
This trades the $m^2$ and $1/\sinh^2z$ terms of (\ref{direct}) for $-z\coth z\,(wQ_z^2/4+H'Q_\perp^2)$ and a boundary term. At a lower limit $s_0\to0$ the boundary term is $1/s_0-m^2-wQ^2/4+O(s_0)$, with $b$ entering only in the $O(s_0)$ remainder. It has no $B^2$ part in the limit, and it cancels in a Pauli--Villars combination with $\sum c_i=\sum c_im_i^2=0$. The $Q_z^2$ terms add to $-z\coth z\,wQ_z^2/2$. For the $Q_\perp^2$ terms,
\begin{equation}
H'=\frac{(\sinh z-v\sinh zv)\sinh z-(\cosh z-\cosh zv)\cosh z}{2\sinh^2z},
\end{equation}
so $z\coth z\,H'+N_2/4$ equals $z/(2\sinh^3z)$ times
\begin{equation}
\cosh z\,(\sinh^2z-\cosh^2z+1)-v\sinh zv\sinh z\cosh z+\cosh zv\,(\cosh^2z-1).
\end{equation}
The first bracket is zero and the last is $\sinh^2z$. The result, exact in $b$ at one loop, is
\begin{align}
P&=\frac{\alpha}{4\pi}\int_0^\infty\!\frac{ds}{s}\int_{-1}^1\!dv\,e^{-s\phi}\,(N_1Q_z^2+N_0Q_\perp^2),\label{final}\\
N_1&=w\,z\coth z,\qquad N_0=\frac{z}{\sinh z}\,(\cosh zv-v\sinh zv\coth z).\nonumber
\end{align}
At $b=0$, $N_0=N_1=w$ and $h=w/4$. The $s$ integral then diverges logarithmically at small $s$; with a cutoff there, the unrenormalized $P/Q^2$ is positive and falls with $Q$, so the effective charge grows at short distance, as it must for vacuum polarization.

The numerical check tests (\ref{final}) by a road that uses no proper time. It sums second-order perturbation theory over Landau-level pairs, for the combination $P(m^2)-2P(2m^2)+P(3m^2)$ at $b=m^2$. In units of $\alpha m^2/4\pi$, (\ref{direct}), (\ref{final}) and the level sum all give $0.5256$ at $Q_\perp=1.2m$, $Q_z=0.7m$, and $0.5130$ at $Q_\perp=1.5m$, $Q_z=0$; the asserted relative tolerance for the level sum is $10^{-4}$. The zero-field values are $0.5010$ and $0.5522$, so the test is sensitive to the field dependence. The Dirac equation for (\ref{prop}), the trace (\ref{trace}) and the identity for $N_0$ are tested separately.

\section*{The $B^2$ term}

Expand in $z$ with $z\coth z=1+z^2/3$ and $z/\sinh z=1-z^2/6$. Directly, $N_1=w+z^2w/3$. For $N_0$ use $\cosh zv=1+z^2v^2/2$ and $v\sinh zv\coth z=v^2+z^2(v^2/3+v^4/6)$. The bracket is $w+z^2v^2w/6$, and multiplying by $1-z^2/6$ gives $N_0=w-z^2w^2/6$. For $h$, the numerator is $z^2w/2+z^4w(1+v^2)/24$ and the denominator $2z^2(1+z^2/6)$, so $h=w/4+z^2w(1+v^2-2)/48=w/4-z^2w^2/48$.

Define $\delta P=\frac{\alpha}{4\pi}b^2Q^2G$ and $\Delta=m^2+wQ^2/4$. The change in $h$ contributes $+sz^2w^2Q_\perp^2/48$ from the exponent, times the zeroth-order $wQ^2$. With $z^2\,ds/s=b^2s\,ds$,
\begin{equation}
Q^2G=\int_0^\infty\!s\,ds\int_{-1}^1\!dv\,e^{-s\Delta}\left[\frac{wQ_z^2}{3}-\frac{w^2Q_\perp^2}{6}+\frac{s\,w^3Q_\perp^2Q^2}{48}\right].
\label{G}
\end{equation}
The integrand vanishes at $s\to0$, so no renormalization is needed.

At $Q\to0$, $\int s\,e^{-sm^2}ds=1/m^4$, $\int w\,dv=4/3$ and $\int w^2dv=16/15$ give $m^4G_\parallel=4/9$ and $m^4G_\perp=-8/45$. The change of dielectric constant is $\delta P/Q^2=\alpha^2B^2G$, because $\frac{\alpha}{4\pi}e^2=\alpha^2$. The Lagrangian density $\tfrac12E^2\,\delta P/Q^2$, valid for fields that vary slowly over $1/m$, is therefore
\begin{equation}
\mathcal L=\frac{2\alpha^2}{45m^4}\left[-2E^2B^2+7(\mathbf E\cdot\mathbf B)^2\right],
\label{EH}
\end{equation}
where $-8/45$ gave the first coefficient and $4/9+8/45=28/45$ the second. These are the $E^2B^2$ terms of the Euler--Heisenberg Lagrangian; the program checks the two limits against the expansion of its proper-time form.

The $B^2$ part of the vacuum polarization in a magnetic field is now known at every Coulomb momentum $Q$, and its $Q\to0$ limit gives the $E^2B^2$ terms of the Euler--Heisenberg Lagrangian. It remains to integrate over $Q$ for the magnetic polarizability $\beta$, to turn $\beta$ into a shift of $g$, and to gauge what the leading term omits.

Numbers in the example were calculated in double precision.
